# Easy Axis of a d Shell from Occupied-Empty Orbital Pairs

## Problem

A magnetic atom sits at a site of tetragonal symmetry, with $z$ the fourfold axis. Its d electrons occupy real orbitals with the minority-spin levels

$$\varepsilon_{xy}=0,\quad \varepsilon_{x^2-y^2}=500,\quad \varepsilon_{xz}=\varepsilon_{yz}=1000,\quad \varepsilon_{z^2}=1500\ \text{meV}.$$

The majority-spin levels are the same, lowered by an exchange splitting $J$. The exchange field points along a unit vector $\mathbf n$, and majority spin means spin along $+\mathbf n$. The spin-orbit coupling is $V=\xi\,\mathbf L\cdot\mathbf S$ with $\xi=50$ meV, where $\mathbf L$ and $\mathbf S$ are in units of $\hbar$. These are round model parameters, and the levels are held fixed when $\mathbf n$ turns. The majority shell is full, and the minority shell holds $N$ electrons in its lowest levels.

1. Tabulate the matrix elements of $\mathbf L$ between the real d orbitals.
2. Find how an occupied-empty pair acts on the direction of the moment, for equal and for opposite spins.
3. Predict the easy axis for $N=0,1,2,4$ at $J=3000$ meV, and for $N=2$ at $J=1500$ meV.

The anisotropy energy is $K=E(\mathbf n\parallel x)-E(\mathbf n\parallel z)$, so $K>0$ means that $z$ is the easy axis.

## First estimate by scaling

Real orbitals carry no orbital moment, so when no degenerate level is partly filled, as for the fillings asked for here, the energy should start at second order in $\xi$. A spin matrix element is of size $1/2$ and an orbital one of order 1. A pair with gap $\Delta$ therefore contributes about $\xi^2/(4\Delta)$, with $\xi^2/4=625\ \text{meV}^2$.

For $N=1,2,4$ the smallest same-spin gap across the Fermi level is 500 meV, which gives $|K|\sim625/500=1.25$ meV. A spin-flip pair has a gap of order $J$ and gives about $625/3000\approx0.2$ meV, or $0.4$ meV at $J=1500$ meV. The estimate thus suggests that the nearest same-spin pair decides, and that halving $J$ changes little. For $N=0$ only spin-flip pairs exist, so $|K|\sim0.2$ meV. The sign of $K$ requires the matrix elements.

## Solution

### The orbital matrix elements

With a common normalization factor omitted, the orbitals are

$$xy,\quad xz,\quad yz,\quad d_{x^2-y^2}=\tfrac12(x^2-y^2),\quad d_{z^2}=\tfrac{1}{2\sqrt3}(2z^2-x^2-y^2).$$

The prefactors give all five the same norm: the average of each squared over the unit sphere is $1/15$. The operator $\mathbf L=-i\,\mathbf r\times\nabla$ does not act on radial factors, and on the coordinates it gives

$$L_zx=iy,\quad L_zy=-ix,\quad L_xy=iz,\quad L_xz=-iy,\quad L_yz=ix,\quad L_yx=-iz,$$

while $L_xx=L_yy=L_zz=0$. Since $\mathbf L$ is a first-order differential operator, the product rule applies:

$$\begin{aligned}
L_z(xz)&=i\,yz, & L_z(xy)&=i(y^2-x^2)=-2i\,d_{x^2-y^2},\\
L_x(xy)&=i\,xz, & L_x(yz)&=i(z^2-y^2),\\
L_y(xy)&=-i\,yz, & L_y(xz)&=i(x^2-z^2).
\end{aligned}$$

The two remaining quadratics are resolved into orbitals:

$$z^2-y^2=\tfrac12(x^2-y^2)+\tfrac12(2z^2-x^2-y^2)=d_{x^2-y^2}+\sqrt3\,d_{z^2},$$

$$x^2-z^2=\tfrac12(x^2-y^2)-\tfrac12(2z^2-x^2-y^2)=d_{x^2-y^2}-\sqrt3\,d_{z^2}.$$

The product rule also gives $L_z(yz)=-i\,xz$, $L_x(xz)=-i\,xy$ and $L_y(yz)=i\,xy$, so these three actions reach no further orbital: in particular $L_x$ does not connect $xz$ to $d_{z^2}$, $L_y$ does not connect $yz$ to $d_{z^2}$, and $L_z$ does not connect $yz$ to $d_{x^2-y^2}$. The reversed elements follow from Hermiticity. Between $d_{x^2-y^2}$ and $d_{z^2}$ there is no element, because $L_zd_{z^2}=0$, $L_xd_{x^2-y^2}=-i\,yz$ and $L_yd_{x^2-y^2}=-i\,xz$.

Every element has the form $\langle o|\mathbf L|u\rangle=i\mathbf v$ with $\mathbf v$ real, and each nonzero $\mathbf v$ lies along one Cartesian axis:

| Pair | Component | $v^2$ |
|---|---|---|
| $xy,\ x^2-y^2$ | $L_z$ | 4 |
| $xz,\ yz$ | $L_z$ | 1 |
| $xy,\ xz$ | $L_x$ | 1 |
| $x^2-y^2,\ yz$ | $L_x$ | 1 |
| $z^2,\ yz$ | $L_x$ | 3 |
| $xy,\ yz$ | $L_y$ | 1 |
| $x^2-y^2,\ xz$ | $L_y$ | 1 |
| $z^2,\ xz$ | $L_y$ | 3 |

The pairs $z^2,xy$ and $z^2,x^2-y^2$ are not coupled.

### Only pairs across the Fermi level count

A diagonal element of a Hermitian operator is real, whereas here it would be imaginary. It therefore vanishes, and so does the first-order energy of a filled set of orbitals. The second-order energy, summed over occupied states $o$, is

$$E_2=\sum_{o}\sum_{k\neq o}\frac{|\langle k|V|o\rangle|^2}{\varepsilon_o-\varepsilon_k}.$$

If $k$ is also occupied, the pair appears twice with opposite denominators and cancels. This holds however small the splitting of the two levels. The summed energy of the occupied levels varies smoothly while the gap to the empty ones stays open, so the result also covers degenerate occupied levels. What remains is

$$E_2=-\sum_{o\,\text{occ}}\ \sum_{u\,\text{empty}}\frac{|\langle o|V|u\rangle|^2}{\Delta_{ou}},\qquad \Delta_{ou}=\varepsilon_u-\varepsilon_o>0,$$

where the energies include the exchange splitting.

### The two spin channels

Let $\mathbf e_1,\mathbf e_2,\mathbf n$ be a right-handed orthonormal set, with spin quantized along $\mathbf n$. The component $S_n$ is diagonal, with values $\pm\frac12$. The other two connect opposite spins, with $\langle\uparrow|S_1|\downarrow\rangle=\frac12$ and $\langle\uparrow|S_2|\downarrow\rangle=-\frac i2$. Hence

$$|\langle o\sigma|V|u\sigma\rangle|^2=\frac{\xi^2}{4}(\mathbf v\cdot\mathbf n)^2,$$

$$|\langle o\uparrow|V|u\downarrow\rangle|^2=\frac{\xi^2}{4}\left|\mathbf v\cdot\mathbf e_1-i\,\mathbf v\cdot\mathbf e_2\right|^2=\frac{\xi^2}{4}\left[v^2-(\mathbf v\cdot\mathbf n)^2\right].$$

The last step uses that $\mathbf v$ is real, so that the squared modulus is the sum of the squares of its two components normal to $\mathbf n$.

Both contributions lower the energy. A same-spin pair lowers it most when $\mathbf n$ lies along the axis of $\mathbf v$, and a spin-flip pair when $\mathbf n$ is perpendicular to it. Subtracting the energy at $\mathbf n=z$ from that at $\mathbf n=x$ gives, for one pair,

$$\text{same spin: }-\frac{\xi^2}{4}\frac{v_x^2-v_z^2}{\Delta},\qquad
\text{spin flip: }-\frac{\xi^2}{4}\frac{(v^2-v_x^2)-(v^2-v_z^2)}{\Delta}=-\frac{\xi^2}{4}\frac{v_z^2-v_x^2}{\Delta}.$$

Together,

$$K=\frac{\xi^2}{4}\sum_{o,u}s_{ou}\,\frac{|\langle o|L_z|u\rangle|^2-|\langle o|L_x|u\rangle|^2}{\Delta_{ou}},\qquad s_{ou}=\begin{cases}+1&\text{same spin}\\-1&\text{spin flip.}\end{cases}$$

### Why $L_z$ and $L_x$ suffice here

Since each $\mathbf v$ lies along a coordinate axis, $E_2$ has the form $C+An_x^2+A'n_y^2+Bn_z^2$. A quarter turn about $z$ exchanges $xz$ and $yz$ up to sign. If these two are both full or both empty, then $A=A'$. With $\theta$ the angle between $\mathbf n$ and $z$,

$$E_2(\theta)=C+B+(A-B)\sin^2\theta=E_2(0)+K\sin^2\theta.$$

An $L_x$ pair then has an $L_y$ partner with the same gap and strength. In the same-spin channel the two together favour the whole $xy$ plane; in the spin-flip channel they favour $z$. An $L_z$ pair does the opposite in each channel. In lower symmetry $L_y$ must be treated separately, since a single same-spin $L_x$ pair favours $x$ over both $y$ and $z$.

### The sum for two minority electrons

For $N=2$ and $J=3000$ meV, $xy$ and $x^2-y^2$ are the occupied minority orbitals. The same-spin pairs that enter $K$ are $xy\to xz$ and $x^2-y^2\to yz$, both through $L_x$:

$$K_{\text{same}}=-\frac{625}{1000}-\frac{625}{500}=-1.875\ \text{meV}.$$

A spin-flip gap is $J+\varepsilon_u-\varepsilon_o$, with both energies read from the minority list. In the order $xy\to xz$, $yz\to xz$, $x^2-y^2\to yz$, $xz\to yz$, $z^2\to yz$, $yz\to z^2$,

$$K_{\text{flip}}=625\left(\frac1{4000}-\frac1{3000}+\frac1{3500}-\frac1{3000}+\frac3{2500}+\frac3{3500}\right)=+1.204\ \text{meV}.$$

The total is $K=-0.67$ meV, or $-24.7$ microhartree: an easy plane.

At $J=1500$ meV the same-spin part is unchanged, while

$$K_{\text{flip}}=625\left(\frac1{2500}-\frac1{1500}+\frac1{2000}-\frac1{1500}+\frac3{1000}+\frac3{2000}\right)=+2.542\ \text{meV}.$$

Now $K=+0.67$ meV, or $+24.5$ microhartree, and $z$ is the easy axis. At second order the two channels cancel at $J\approx1959$ meV.

### The other fillings

All of these are at $J=3000$ meV.

**$N=4$.** The one same-spin term in $K$ is $yz\to z^2$, giving $-3\times625/500=-3.75$ meV. The one spin-flip term is $+3\times625/3500=+0.54$ meV. The plane is easy.

**$N=1$.** The same-spin pairs $xy\to x^2-y^2$ and $xy\to xz$ give $4\times625/500-625/1000=+4.375$ meV. Compared with $N=2$, the orbital $x^2-y^2$ is now also open to spin flips, from $xy$ and $yz$. This adds $-4\times625/3500+625/2500=-0.464$ meV to the $1.204$ meV found above, leaving $+0.740$ meV. The axis $z$ is easy.

**$N=0$.** There is no same-spin pair. Spin flips into $xy$, from $x^2-y^2$ and $xz$, add $-4\times625/2500+625/2000=-0.688$ meV to the $0.740$ meV, leaving $+0.052$ meV. The axis $z$ is weakly easy.

## Comparison

The last column below comes from diagonalizing the full ten-state Hamiltonian at $\xi=50$ meV and summing the occupied levels. All values of $K$ are in meV.

| $J$ (meV) | $N$ | Scaling, $\lvert K\rvert$ | Second order | Full |
|---|---|---|---|---|
| 3000 | 0 | 0.2 | $+0.05$ | $+0.10$ |
| 3000 | 1 | 1.25 | $+5.11$ | $+4.98$ |
| 3000 | 2 | 1.25 | $-0.67$ | $-0.67$ |
| 3000 | 4 | 1.25 | $-3.21$ | $-3.14$ |
| 1500 | 2 | 1.25 | $+0.67$ | $+0.72$ |

For $N=1$ and $N=4$ the scaling estimate is too small by factors of about 4 and 2.5, mainly because $v^2$ is 4 and 3 for the nearest pair, not 1; for $N=4$ the spin-flip term of opposite sign takes back part of the factor 3. The type of that pair gives the correct easy direction.

For $N=2$ the nearest same-spin pairs, $x^2-y^2\to xz,yz$, favour the plane at both values of $J$. This is right at 3000 meV and wrong at 1500 meV. The estimate took one spin-flip pair with gap $J$ and $v^2=1$. At $J=1500$ meV, however, the pair $z^2\to yz$ has a gap of only 1000 meV and $v^2=3$, so it alone contributes $+1.875$ meV and offsets the entire same-spin part. The nearest pair suggests the easy axis; the signed sum over both channels decides it.

The second-order $K$ differs from the full value by about 1 to 3% of the latter for $N=1,2,4$ at $J=3000$ meV, and by 7% for $N=2$ at $J=1500$ meV. For $N=0$ it is only about half the full value. There, terms as large as 1 meV nearly cancel at second order, so that higher orders in $\xi$ are no longer small beside the remainder. The sign agrees in all five cases.

The case $N=3$ was left out because one electron then occupies the degenerate pair $xz,yz$. Within this pair $L_z$ has eigenvalues $\pm1$, while $L_x$ and $L_y$ have no elements. With $S_n=-\frac12$, the electron gains $\xi/2$ at first order for $\mathbf n\parallel z$ and nothing for $\mathbf n\parallel x$. Hence $K\approx\xi/2$ for small $\xi$, linear and not quadratic; diagonalization at $\xi=1$ meV gives $K/\xi=0.498$. The pair formula requires the gap of every occupied-empty pair coupled by $\mathbf L$ to be large compared with $\xi$.

The numerical check also tests the table by angular integration, and each orbital pair separately in both spin channels.

## Computed values

```
Matrix elements <bra|L|ket> = i c, c from quadrature (units of hbar)
  <yz|Lz|xz>: c = +1.0000
  <xy|Lz|x2-y2>: c = +2.0000
  <xz|Lx|xy>: c = +1.0000
  <x2-y2|Lx|yz>: c = +1.0000
  <z2|Lx|yz>: c = +1.7321
  <yz|Ly|xy>: c = -1.0000
  <x2-y2|Ly|xz>: c = +1.0000
  <z2|Ly|xz>: c = -1.7321
Minority levels (meV): xy 0, x2-y2 500, xz 1000, yz 1000, z2 1500
Spin-orbit constant xi = 50 meV; xi^2/4 = 625 meV^2
Exchange splitting = 3000 meV; K = E(x)-E(z)
Pairs contributing to K, minority filling 2:
  same xy -> xz: gap 1000 meV, K part -0.6250 meV
  flip xy -> xz: gap 4000 meV, K part +0.1562 meV
  flip yz -> xz: gap 3000 meV, K part -0.2083 meV
  same x2-y2 -> yz: gap 500 meV, K part -1.2500 meV
  flip x2-y2 -> yz: gap 3500 meV, K part +0.1786 meV
  flip xz -> yz: gap 3000 meV, K part -0.2083 meV
  flip z2 -> yz: gap 2500 meV, K part +0.7500 meV
  flip yz -> z2: gap 3500 meV, K part +0.5357 meV
Second-order K by channel, and K from full diagonalization:
  exchange 3000 meV, minority filling 0:
    same +0.0000, flip +0.0521, sum +0.0521 meV
    sum +1.91 microhartree; full +0.0991 meV
  exchange 3000 meV, minority filling 1:
    same +4.3750, flip +0.7396, sum +5.1146 meV
    sum +187.96 microhartree; full +4.9781 meV
  exchange 3000 meV, minority filling 2:
    same -1.8750, flip +1.2039, sum -0.6711 meV
    sum -24.66 microhartree; full -0.6651 meV
  exchange 3000 meV, minority filling 4:
    same -3.7500, flip +0.5357, sum -3.2143 meV
    sum -118.12 microhartree; full -3.1428 meV
  exchange 1500 meV, minority filling 2:
    same -1.8750, flip +2.5417, sum +0.6667 meV
    sum +24.50 microhartree; full +0.7179 meV
Second-order crossover, filling 2: exchange = 1958.9 meV
Angular test at 35 degrees: full ratio 0.3290, sin^2 0.3290
Filling 3, xi = 1 meV: full K/xi = 0.4983
```
